# Why fcc tungsten is stationary but unstable on the Bain path

**Q:** I stretch a bcc crystal along one cube axis at constant volume and, at some point, it becomes fcc. What is the geometry?

**A:** Describe both crystals by one body-centred tetragonal cell, with edges $a,a,c$ and atoms at the corners and the centre. It holds two atoms, so the volume per atom is $V=a^2c/2$. At $c/a=1$ the cell is bcc.

Now take new in-plane axes $\mathbf A_1=(a,a,0)$ and $\mathbf A_2=(a,-a,0)$, and keep $\mathbf C=(0,0,c)$. The first two have length $\sqrt2\,a$, so the three axes span a cube when $c=\sqrt2\,a$. The lattice point $(a,0,0)$ equals $(\mathbf A_1+\mathbf A_2)/2$, the centre of a face. The old body centre $(a/2,a/2,c/2)$ equals $(\mathbf A_1+\mathbf C)/2$, another face centre. At $c/a=\sqrt2$ the crystal is therefore fcc, with cube axes turned by 45° about $c$.

I measure the stretch by a logarithmic strain $\eta$, which multiplies $c$ by $e^{\eta}$ and both in-plane edges by $e^{-\eta/2}$. The product of the three factors is 1, so the volume is fixed, and $c/a$ is multiplied by $e^{3\eta/2}$. Going from bcc to fcc takes

$$\eta_{\rm Bain}=\tfrac23\ln\sqrt2=\tfrac13\ln2=0.231 .$$

**Q:** Why must the energy be flat at those two points, whatever the metal?

**A:** Let $F$ be the free energy per atom at fixed volume, temperature and electron number. Start from a cubic crystal and write the logarithmic strains along its three cube axes as $e_1,e_2,e_3$, with $e_1+e_2+e_3=0$. A stretch along $z$ is $\eta D_z$, where

$$D_z=(-\tfrac12,-\tfrac12,1),\quad D_x=(1,-\tfrac12,-\tfrac12),\quad D_y=(-\tfrac12,1,-\tfrac12).$$

This also holds in fcc: the in-plane strain is equal in all directions, so turning the axes by 45° does not alter $D_z$.

If $F$ is differentiable, its first-order change is a linear function $L$ of the strain. Cubic symmetry makes the three axes equivalent, so $L(D_x)=L(D_y)=L(D_z)$. But $D_x+D_y+D_z=0$, and linearity gives

$$3L(D_z)=L(D_x)+L(D_y)+L(D_z)=L(0)=0 .$$

Hence $F'(0)=L(D_z)=0$. Nothing about bonding was used.

In terms of stress, $L(D_z)=V\sum_i\sigma_{ii}(D_z)_i$. In a tetragonal crystal $\sigma_{xx}=\sigma_{yy}$, so

$$F'=V(\sigma_{zz}-\sigma_{xx}).$$

At a general $c/a$ nothing makes these stresses equal. In a cubic crystal they are equal, and what remains is a pressure, which does no work at constant volume. Fcc may thus be under pressure at the volume of bcc and still be stationary.

**Q:** Is there any way for this argument to fail?

**A:** Yes, if the electronic state does not share the cubic symmetry of the lattice. Magnetic moments that alternate from plane to plane along one axis make $x$, $y$ and $z$ inequivalent. In a ferromagnet the direction of the moments does so only through weak effects such as spin-orbit coupling. A degenerate ground state may split linearly under strain, and the lowest energy then has a kink, so $F$ is not differentiable.

Individual electron levels do have slopes. They cancel in a sum over states in which symmetry-related states are equally occupied. I assume a non-magnetic metal with such occupations.

**Q:** Then why does the same symmetry not make both points minima?

**A:** It restricts the form of the second-order term but leaves its coefficient free. A quadratic function of $e_1,e_2,e_3$ that is unchanged when the axes are permuted has the form $A\sum_i e_i^2+B\sum_{i<j}e_ie_j$. At constant volume

$$0=(e_1+e_2+e_3)^2=\sum_i e_i^2+2\sum_{i<j}e_ie_j ,$$

so the second sum is $-\tfrac12$ times the first, and one coefficient, $A-B/2$, remains. To name it, use the elastic energy density of an unstressed cubic crystal:

$$\tfrac12C_{11}\sum_i e_i^2+C_{12}\sum_{i<j}e_ie_j
=\tfrac12(C_{11}-C_{12})\sum_i e_i^2=C'\sum_i e_i^2 .$$

Here $C'=(C_{11}-C_{12})/2$ is the tetragonal shear constant. Under pressure I define $C'$ by the same expansion at fixed volume,

$$F=F_0+VC'(e_1^2+e_2^2+e_3^2)+\dots$$

For the Bain stretch, $\sum_i e_i^2=\eta^2(\tfrac14+\tfrac14+1)=\tfrac32\eta^2$. Differentiating $\tfrac32VC'\eta^2$ twice gives

$$F''=3VC' .$$

A different shear, $(\gamma,-\gamma,0)$ along the cube axes, has $\sum_i e_i^2=2\gamma^2$ and gives $d^2F/d\gamma^2=4VC'$. If $C'$ is negative, both distortions lower the energy from the first instant, with no barrier. That is the elastic instability.

The next term may contain $e_1e_2e_3$, which is also unchanged by permutations and equals $\eta^3/4$ on the Bain path. The curve therefore need not be even about bcc or fcc. Its flatness there does not come from a mirror symmetry of the curve.

**Q:** So what decides the sign in tungsten?

**A:** Mainly the d electrons, and a small model can show how. Each atom carries five d orbitals. Their hopping energies for σ, π and δ bonds stand in the ratio $-6:4:-1$ and fall with distance as $r^{-5}$. A pair repulsion falls as $r^{-10}$. Both are switched off smoothly between $2.2V^{1/3}$ and $3.0V^{1/3}$. There is no magnetism, and the remaining s and p electrons are left out.

For Bloch wavevector $\mathbf k$ the hoppings form a matrix $H(\eta)$ with levels $\varepsilon_n$ and Fermi occupations $f_n$. Let $\langle\dots\rangle$ be the average over $\mathbf k$. With two spins, the grand potential of the electrons is

$$\Omega=-2k_BT\Big\langle\sum_n\ln\big[1+e^{(\mu-\varepsilon_n)/k_BT}\big]\Big\rangle ,$$

and $F=\Omega+\mu N+E_{\rm rep}$, with $N$ electrons per atom. Since $\partial\Omega/\partial\mu=-N$, the shift of $\mu$ drops out of the first derivative:

$$F'=2\Big\langle\sum_n f_n\varepsilon_n'\Big\rangle+E_{\rm rep}' .$$

For the second derivative, both $\varepsilon_n'$ and $f_n$ vary. The occupations could also vary through $\mu$. At a cubic point, however, the electron number at fixed $\mu$ is itself a function with equivalent axes, so its slope vanishes by the argument used for $F$. Hence $\mu'=0$, and

$$F''=E_{\rm rep}''+2\Big\langle\sum_n\big[f_n\varepsilon_n''+f'(\varepsilon_n)(\varepsilon_n')^2\big]\Big\rangle .$$

Perturbation theory for non-degenerate levels gives $\varepsilon_n'=H'_{nn}$ and

$$\varepsilon_n''=H''_{nn}+2\sum_{m\ne n}\frac{|H'_{nm}|^2}{\varepsilon_n-\varepsilon_m}.$$

Multiply the last sum by $f_n$ and add over $n$. Exchanging the names $n$ and $m$ reverses the denominator, so the average of the two forms contains $f_n-f_m$:

$$F''=E_{\rm rep}''+2\Big\langle\sum_nf_nH''_{nn}\Big\rangle
+2\Big\langle\sum_{n,m}\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m}|H'_{nm}|^2\Big\rangle .$$

For $n=m$, and for equal levels, the fraction means its limit $f'(\varepsilon_n)$. This limit also makes the formula valid for degenerate levels.

The second term is the change of bond energy with the electrons' density matrix held fixed. The third is their response: states mix and occupations shift as the crystal deforms. Because $f$ falls with energy, the fraction is never positive, so the response always softens the crystal in this model. The structure is stable against this shear if the first two terms outweigh it.

**Q:** Can you put numbers to that contest?

**A:** I take rough tungsten-like inputs: a bcc lattice constant of 0.32 nm, a d-band width of 10 eV in bcc and 4.2 d electrons per atom. The electron smearing is $k_BT=0.2$ eV, which helps the $\mathbf k$ average converge. That average uses a $24\times24\times24$ mesh containing $\mathbf k=0$. It is the reciprocal lattice shrunk by 24, so it keeps every symmetry of the lattice.

The repulsion strength follows from equilibrium. With the cutoff scaled by $V^{1/3}$, the band energy $E_b=2\langle\sum_nf_n\varepsilon_n\rangle$ comes from levels that vary as $V^{-5/3}$, and the repulsion varies as $V^{-10/3}$. The pressure is therefore

$$p=-\frac{\partial F}{\partial V}=\frac{5E_b+10E_{\rm rep}}{3V}.$$

Setting $p=0$ in bcc requires $E_{\rm rep}=-E_b/2$ there. With the same strength, fcc at the same volume has a pressure of 6.2 GPa.

I computed the free energy by diagonalizing $H$ and took its derivatives by finite differences. The slopes $F'$ at bcc and fcc are below $10^{-8}$ eV in size, against 3.08 eV at $c/a=1.2$. Yet one level of fcc at $\mathbf k=0$ has a slope of about 15 eV in size. The cancellation belongs to the sum.

The volume is $V=0.32^3/2=0.01638\ \mathrm{nm^3}$, and $1\ \mathrm{eV/nm^3}=0.1602$ GPa. The curvatures are 33.8 eV in bcc and $-50.4$ eV in fcc, so

$$C'_{\rm bcc}=\frac{33.8}{3(0.01638)}(0.1602)\approx110\ \mathrm{GPa},$$

$$C'_{\rm fcc}=\frac{-50.4}{3(0.01638)}(0.1602)\approx-164\ \mathrm{GPa}.$$

The shear $\gamma$, computed separately, also gives $-164$ GPa in fcc. The three terms of the formula, converted in the same way, are:

| Part of $C'$ (GPa) | bcc | fcc |
|---|---:|---:|
| Repulsion | −14 | 97 |
| Fixed density matrix | 254 | 138 |
| Electronic response | −130 | −399 |
| Sum | 110 | −164 |

In fcc the repulsion and the fixed-density term together resist the shear with 235 GPa, but the response is $-399$ GPa. In bcc the response is a third as large and loses. The repulsion by itself would favour fcc here. The table does not say which electron states make the fcc response so large.

**Q:** How do I know it is the electron count, and not something about the fcc lattice itself?

**A:** Keep the two lattices, the volume and the hoppings, and change the number of d electrons. For each count I reset the repulsion so that bcc remains at zero pressure. Keeping the repulsion at its strength for 4.2 electrons instead leaves every sign from four to eight electrons unchanged.

| d electrons | $C'_{\rm bcc}$ (GPa) | $C'_{\rm fcc}$ (GPa) |
|---:|---:|---:|
| 2 | −67 | 62 |
| 3 | about 0 | −9 |
| 4 | 87 | −177 |
| 5 | 107 | −28 |
| 6 | −47 | 35 |
| 7 | −170 | 52 |
| 8 | −115 | 50 |
| 9 | 8 | −19 |

The symmetry is the same in every row, but both signs change. Near four electrons bcc resists this shear and fcc does not; from six to eight the roles are reversed. At three electrons both constants are too close to zero for this model to settle their signs. Halving the smearing, on a finer mesh, shifts the entries by up to about 80 GPa but changes no sign in the other rows. I would not apply the row for nine electrons to real metals: platinum, with a nearly full d shell, is a stable fcc metal. The signs in this row also depend on how the repulsion is set: with its strength for 4.2 electrons the two constants become $-2$ and $+46$ GPa. The missing s and p electrons may matter as well, but I have not tested that.

A case without d electrons makes the same point. Put point ions of charge 1.8 in a uniform negative background at the same volume, and sum their electrostatic energy by Ewald's method. Then $C'$ is 7.1 GPa in bcc and 6.0 GPa in fcc. Both are minima along the path, so a maximum must lie between them, at a $c/a$ where no cubic symmetry holds. Symmetry guarantees two stationary points; it neither labels them nor excludes others.

**Q:** What does the whole path look like for the tungsten-like case?

**A:** These are free energies relative to bcc:

| $c/a$ | $F-F_{\rm bcc}$ (eV/atom) |
|---:|---:|
| 0.900 | 0.08 |
| 1.000 | 0 |
| 1.200 | 0.22 |
| 1.414 | 0.45 |
| 1.600 | 0.34 |
| 1.800 | 0.25 |
| 2.000 | 0.40 |

Fcc sits on top of a hill. Its height is 0.45 eV here, and about 0.50 eV if the smearing is cut to 0.05 eV. A rough estimate links this height to the curvatures. One smooth curve that is flat at both ends is

$$F-F_{\rm bcc}\approx\frac{\Delta F}{2}\Big[1-\cos\frac{\pi\eta}{\eta_{\rm Bain}}\Big],$$

with $\eta$ measured from bcc and $\Delta F=0.453$ eV. Its curvature is $+\kappa$ at bcc and $-\kappa$ at fcc, where

$$\kappa=\frac{\Delta F}{2}\Big(\frac{\pi}{\eta_{\rm Bain}}\Big)^2
=0.227\,(13.6)^2\approx42\ \mathrm{eV}.$$

The computed magnitudes, 34 and 50 eV, lie on either side. For a curve of this shape, a large energy difference over a short path means a strongly negative $C'$ at the upper end. Flat ends alone do not impose the shape: the point ions have a bump between the two structures and a positive $C'$ at both.

**Q:** There is a dip near $c/a=1.8$. Is that a new phase of tungsten?

**A:** Not in this model. Since fcc is a maximum and the energy has risen again by $c/a=2.0$, there must be a minimum in between. A numerical minimization puts it at $c/a=1.79$, 0.25 eV above bcc. Its position depends on the interactions.

Along the path its curvature is $+43$ eV. Under the shear $(\gamma,-\gamma,0)$ along the fcc cube axes it is $-58$ eV. With half the smearing the two values are about $+45$ and $-65$ eV. The point is a saddle that looks like a minimum because the Bain path never tries the second distortion.

The geometry suggests where the crystal would go. From fcc, compressing along $x$, $y$ or $z$ leads to three equivalent bcc crystals, in the directions $-D_x$, $-D_y$ and $-D_z$. Stretching along $z$ instead goes in the direction

$$+D_z=-(D_x+D_y),$$

which runs midway between the bcc crystals reached along $x$ and $y$. The shear $\gamma$ points along $D_x-D_y$, from one of them towards the other. If the cube axes are kept at right angles, following the energy downhill from a small shear of either sign ends in one of these two bcc crystals. Among such strains the saddle is a pass between two orientations of bcc. With all strains allowed it is not a simple pass: tilting the $c$ axis towards an in-plane cube axis also lowers the energy, though weakly, with a curvature of about $-2$ eV with respect to the tilt angle.

**Q:** I measure stress in tungsten films for chip wiring. How close is this to my material?

**A:** The lattice constant and band width are near the real ones, but the d count is an effective number. The measured $C'$ of bcc tungsten is roughly 160 GPa, so the model's 110 GPa is about a third too low. Density-functional calculations also find fcc tungsten unstable in this shear, roughly half an electronvolt above bcc. The other cubic shear constant, $C_{44}$, is much worse: the model gives about 25 GPa for bcc, against a measured value of roughly 160 GPa. This small number is sensitive to the settings: it is about 30 GPa at a smearing of 0.05 eV, and about 43 GPa if the interactions are switched off between $1.4V^{1/3}$ and $2.0V^{1/3}$. With its effective d count, the model reproduces the signs of $C'$ and shows how d electrons can set them; it is not a source of design constants.

I assume that your films are bcc tungsten and only slightly strained. Suppose that a grain has a cube axis along the film normal and equal strains in the plane, and that the volume-conserving part of its strain is $\eta=0.01$. From $F'=V(\sigma_{zz}-\sigma_{xx})$ and $F'\approx3VC'\eta$, with the measured $C'$,

$$\sigma_{zz}-\sigma_{xx}\approx3(160)(0.01)=4.8\ \mathrm{GPa},$$

which is a large film stress. The energy cost of this part of the strain, $\tfrac32VC'\eta^2$, is about 0.002 eV per atom. Fcc lies at $\eta=0.231$, about 23 times farther along the path. A film with a free surface has $\sigma_{zz}=0$, so its volume must change as well. For small strains that change adds equally to $\sigma_{zz}$ and $\sigma_{xx}$ and leaves their difference as it is. A real film also has many grain orientations, so this estimate applies to one such grain.

The model's electrons are much hotter than yours: 0.2 eV corresponds to about 2300 K. Each change below was made separately, starting from $C'_{\rm fcc}=-164$ GPa:

- With 3.9 or 4.5 d electrons, and the repulsion reset, it becomes $-176$ or $-117$ GPa.
- With a spin-orbit constant of 0.3 eV, a rough value for tungsten, it becomes $-148$ GPa.
- With a $36\times36\times36$ mesh it stays at $-164$ GPa; halving the smearing on that mesh gives $-202$ GPa.
- The point-ion term for the other 1.8 electrons would add about 6 GPa.

In the last three items the repulsion strength is held fixed. The smearing matters most. At 0.05 eV, on a finer mesh, $C'_{\rm fcc}$ reaches about $-230$ GPa and is still growing in size, while $C'_{\rm bcc}$ only rises from 110 to 115 GPa. The fcc magnitude is therefore uncertain by more than 60 GPa, but none of these changes reverses the sign. The mixing of s and p with d states, the self-consistent rearrangement of charge, and lattice vibrations are not sized here.

**Q:** Could I then keep fcc tungsten by holding $c/a$ at $\sqrt2$?

**A:** In the model, that constraint alone would not hold a bulk crystal. It blocks the Bain stretch, but the shear $(\gamma,-\gamma,0)$ changes the two in-plane cube edges in opposite senses and leaves $c$ and the volume alone. It has the same negative $C'$. Both distortions must be blocked, for instance by a substrate that fixes the in-plane lattice while the volume is also held fixed. Even that is not enough in this model. Sliding the (001) planes over one another changes neither the in-plane lattice nor the volume, and the constant for this shear, $C_{44}$, is about $-200$ GPa in fcc, about $-260$ GPa with half the smearing, and about $-315$ GPa at 0.05 eV, so its size is not settled but its sign stays negative. A clamped film thick enough to behave like the bulk would still be unstable, through a distortion that the Bain path does not contain.
